# Why a planar surface barrier preserves the cosine law of sputtering, part 2

An ion beam sets atoms of a solid moving in a steady cascade, and some leave through the surface as sputtered atoms. The questioner expected the barrier to make their angular distribution flatter than the one inside.

Angles $\theta$ are measured from the outward normal, the $z$ axis, and $\varphi$ is the azimuth. Unprimed quantities belong to the inside, primed ones to the vacuum. An atom of mass $M$ has momentum $\mathbf p$, speed $v=p/M$ and kinetic energy $E=p^2/2M$. Formulas use atomic units; example energies are in eV.

The number of moving atoms per unit volume in $d^3p$ is $n\,d^3p$. "Isotropic" means that this density, not the flux, is independent of direction among outward-moving atoms. The flux crossing a plane parallel to the surface, per unit energy and solid angle $\Omega$, is then

$$
J(E,\Omega)=F(E)\cos\theta,\qquad F(E)=2ME\,n(E). \tag{1}
$$

The planar barrier is a static potential $V(z)$, zero inside and $U>0$ in the vacuum, nowhere higher than $U$. Atoms cross it without collisions or other energy loss. Thus $E=E'+U$, the whole cost is taken from the normal motion, and parallel momentum is conserved:

$$
E\sin^2\theta=E'\sin^2\theta' . \tag{2}
$$

Escape requires $\sin^2\theta<E'/E$, a cone of half-angle $\theta_c$ with $\sin^2\theta_c=E'/E$. With $\mu=\cos\theta$ and $\mu'=\cos\theta'$, the internal direction feeding a given external one is

$$
\mu^2=\frac{E'\mu'^2+U}{E'+U}. \tag{6}
$$

The external flux is

$$
J'(E',\Omega')=F(E'+U)\,\frac{E'}{E'+U}\,\cos\theta' . \tag{8}
$$

In the zirconium example, $U=6$ eV, $E'=5$ eV and $E=11$ eV, so $\theta_c=42.4^\circ$ and a fraction $E'/E=0.455$ of the outward flux escapes.

The question now is how every oblique atom can move outwards while the distribution keeps its form.

**A.** Use the variable $s=\sin^2\theta$. Since $ds=2\sin\theta\cos\theta\,d\theta$, a cosine flux satisfies

$$
\cos\theta\,d\Omega=\cos\theta\sin\theta\,d\theta\,d\varphi
=\tfrac12\,ds\,d\varphi . \tag{10}
$$

A cosine flux is therefore uniform in $s$ between zero and one. The barrier first removes the atoms with $s>E'/E$. It then sends each remaining value to $s'=(E/E')s$. A uniform distribution on the shorter interval is stretched into a uniform distribution on the full interval. Your expectation followed the stretching but compared its result with the original population, including the oblique atoms that never escaped.

**Q.** Can you show the two operations in the mean angle?

**A.** For a cosine flux over the full hemisphere, the normalized distribution in angle is $\sin2\theta\,d\theta$. Integration by parts gives

$$
\langle\theta\rangle=\int_0^{\pi/2}\theta\sin2\theta\,d\theta
=\left[-\frac{\theta\cos2\theta}{2}+\frac{\sin2\theta}{4}\right]_0^{\pi/2}
=\frac{\pi}{4},
$$

or $45^\circ$. For the escaping atoms, the internal distribution stops at $\theta_c$, and its normalization is $\int_0^{\theta_c}\sin2\theta\,d\theta=\sin^2\theta_c$. Their internal mean is

$$
\langle\theta\rangle_{\rm esc}=
\frac{-\tfrac12\theta_c\cos2\theta_c+\tfrac14\sin2\theta_c}
{\sin^2\theta_c}.
$$

With $\theta_c=42.4^\circ$ for the zirconium example this is $27.1^\circ$. Outside, the escaping atoms again fill a cosine distribution and their mean is $45^\circ$. Selection lowers the mean from $45^\circ$ to $27.1^\circ$, and refraction raises it back to $45^\circ$.

**Q.** That is neat bookkeeping, but the exact compensation still looks accidental.

**A.** It follows from conservation of phase-space density. Let $n(\mathbf r,\mathbf p,t)$ include position. In a static potential the velocity is $\mathbf v=\mathbf p/M$ and the force is $\mathbf f=-\nabla V(\mathbf r)$. Conservation of the number of atoms reads

$$
\frac{\partial n}{\partial t}
+\nabla_{\mathbf r}\cdot(n\mathbf v)
+\nabla_{\mathbf p}\cdot(n\mathbf f)=0 .
$$

The velocity does not depend on position at fixed momentum, and the force does not depend on momentum. Their divergences vanish, leaving

$$
\frac{\partial n}{\partial t}
+\mathbf v\cdot\nabla_{\mathbf r}n
+\mathbf f\cdot\nabla_{\mathbf p}n=0 .
$$

This is the rate of change of $n$ seen while moving with an atom, so $n$ is constant along a trajectory. An outgoing vacuum atom of energy $E'$ came from the interior with energy $E'+U$. Hence

$$
n'(\mathbf p')=n(E'+U). \tag{11}
$$

The outgoing vacuum density is independent of direction as well. Its crossing flux is $2ME'n(E'+U)\cos\theta'$. Since $F(E'+U)=2M(E'+U)n(E'+U)$, this agrees with the earlier result.

**Q.** Your last argument barely mentions a plane. Have you proved too much?

**A.** It does reach further. For a static potential, whether planar or not, equation (11) holds for every outgoing path that can be traced back to the isotropic interior. A path that traces back to the vacuum without meeting that interior would carry no sputtered atoms, and the law would fail in its direction. For the planar barrier such paths do not occur: traced backwards, an outgoing atom approaches the surface, gains normal energy $U$ and enters.

The planar form is needed for the refraction rule of a single atom. It is sufficient, but not necessary, for the cosine law.

**Q.** Show me a barrier with some atomic structure. I do not trust a flat potential on the scale of an atom.

**A.** Let the barrier have ridges along one surface direction:

$$
V(x,z)=\frac{U}{1+\exp\{-[z-h\cos(2\pi x/L)]/a\}} .
$$

I choose $h=0.10$ Å, $L=3.2$ Å and $a=0.25$ Å. These are model values, not a calculated zirconium surface. Newton's equations were integrated with a leapfrog time step for 32,768 atoms of internal energy 11 eV. They started 3 Å below the mean surface, spread evenly over one period, with directions drawn from the flux of an isotropic density.

The same starting conditions were also used with $h=0$. Among atoms escaping in both calculations, the ridges changed the exit angle by a root-mean-square $5.0^\circ$. Yet the escape fraction was 0.454 with ridges, against 0.455 for the flat barrier.

**Q.** And the angular distribution?

**A.** By equation (10), a cosine flux is also uniform in $\cos^2\theta'$. Divide that variable into five equal intervals from grazing to normal. Each should hold 0.2 of the escaping atoms. With ridges the shares were 0.199, 0.200, 0.200, 0.201 and 0.200.

The calculation has a finite sample, a finite time step and a finite flight time, and I have not traced the small differences to any one of them. At this resolution the individual directions change by several degrees without a visible change in the law. The reason does not depend on the ridge height. This potential increases with $z$ at every $x$, so its force never points outwards. Traced backwards, an outgoing atom moves inwards and cannot be turned round, so it must have come from the interior, and equation (11) applies. A barrier with outward forces somewhere, or collisions within the ridges, would need its own calculation.

**Q.** Then a measured cosine cannot establish that a planar barrier was present.

**A.** Correct. Even $U=0$ would give a cosine for an isotropic density. Consider also an artificial barrier that removes energy $U$ from every atom with $E>U$ but leaves its direction unchanged. Then $d\Omega'=d\Omega$, $dE'=dE$, and

$$
J'_{\rm no\ refraction}=F(E'+U)\cos\theta' .
$$

The angular law is the same. What is missing is the factor $E'/(E'+U)$, which measures the limited escape cone of the planar barrier. For the same $F$ the two models give different energy spectra, so a measured spectrum can tell them apart if $F$ is known.

**Q.** What spectrum does the planar barrier give?

**A.** Suppose that the cascade flux has the form $F(E)=C/E^2$, with constant $C$, from $U$ to energies far above $U$. This is a model for the part of a cascade well below the beam energy. Equation (8) becomes

$$
J'=C\,\frac{E'}{(E'+U)^3}\cos\theta' . \tag{12}
$$

At fixed angle its derivative with respect to energy is proportional to

$$
\frac{(E'+U)-3E'}{(E'+U)^4}=\frac{U-2E'}{(E'+U)^4}.
$$

It changes from positive to negative at $E'=U/2$. With $U=6$ eV the maximum is at 3 eV. Without refraction, the artificial barrier would give $C/(E'+U)^2$, which falls steadily from zero energy.

**Q.** How much of the cascade gets out when all energies are included?

**A.** Divide the flux escaping below an energy $E'$ by the total internal flux above $U$. The angular integral contributes $\pi$ to both and cancels. The denominator is $\int_U^\infty dE/E^2=1/U$. With $w=q+U$, the ratio is

$$
P(E')=U\int_0^{E'}\frac{q\,dq}{(q+U)^3}
=U\int_U^{E'+U}\left(\frac1{w^2}-\frac{U}{w^3}\right)dw .
$$

Carrying out the integral gives

$$
P(E')=\frac12-\frac{U}{E'+U}+\frac{U^2}{2(E'+U)^2}
=\frac12\left(\frac{E'}{E'+U}\right)^2 . \tag{13}
$$

Its limit at high energy is one half. For the window from 2 to 4 eV the share is $\tfrac12[(4/10)^2-(2/8)^2]=0.0488$. The upper limit of infinity is an idealization, since a real cascade ends below the beam energy.

**Q.** Does the cosine law have any practical use for a collector in front of the sample?

**A.** Put a circular acceptance cone of half-angle $\alpha$ around the normal, and let it see the whole emitting spot from far away. Since the flux is uniform in $\sin^2\theta'$, the accepted fraction is $\sin^2\alpha$. For $\alpha=30^\circ$ it is 0.25.

Under the present assumptions this fraction is the same at each external energy, so the cone does not distort the energy spectrum of neutrals. An anisotropic cascade removes that guarantee.

**Q.** Let us remove it. Suppose the internal density favours some directions.

**A.** Multiply the density by a factor $g(\cos\theta)$. The mapping is unchanged, so the internal factor travels with its trajectory:

$$
J'=F(E'+U)\frac{E'}{E'+U}\cos\theta'\,
g\!\left(\sqrt{\frac{E'\cos^2\theta'+U}{E'+U}}\right). \tag{14}
$$

For $E'\ll U$ the argument of $g$ approaches one at every external angle. If $g$ is continuous and $g(1)>0$, the cosine law returns in that limit. The escaping atoms all came from a narrow cone near the normal, across which $g$ hardly varies. For $E'\gg U$ the argument approaches $\cos\theta'$, and the internal anisotropy appears outside.

**Q.** Give me a case where I can see the failure grow with energy.

**A.** Take $g=\cos^2\theta$, which favours the normal. At fixed $E'$ the external distribution in $\mu'=\cos\theta'$ is proportional to $\mu'(E'\mu'^2+U)$. Its mean is

$$
\langle\mu'\rangle=
\frac{\int_0^1\mu'^2(E'\mu'^2+U)\,d\mu'}
{\int_0^1\mu'(E'\mu'^2+U)\,d\mu'}
=\frac{E'/5+U/3}{E'/4+U/2}. \tag{15}
$$

It rises from $2/3$ at low energy to $4/5$ at high energy. An isotropic density gives $2/3$ throughout. I sampled about two million internal atoms from the $E^{-2}$ spectrum, carried their momentum components across the 6 eV barrier, and averaged within energy windows:

| $E'$ (eV) | isotropic $\langle\cos\theta'\rangle$ | with $g=\cos^2\theta$ |
|---|---:|---:|
| 0.5–1 | 0.667 | 0.675 |
| 2–4 | 0.667 | 0.693 |
| 8–12 | 0.667 | 0.727 |
| 40–60 | 0.667 | 0.773 |

The barrier hides much of this anisotropy at low energy and reveals it at high energy.

**Q.** A real beam has a direction. Its momentum must leave some such trace in the cascade.

**A.** For a beam along the inward normal, a simple estimate is $g=1-\kappa\cos\theta$, with $\kappa=\sqrt{E/E_{\rm ion}}$. The minus sign makes motion opposite to the beam less likely. The size of $\kappa$ is an order-of-magnitude assumption based on the momentum scale, not a derived cascade result, and it is on the low side. Sharing the ion's energy and momentum among the moving atoms makes their mean cosine along the beam about $\sqrt{E/E_{\rm ion}}$, while the linear form of $g$ gives a mean of only $\kappa/3$. In an infinite cascade of hard spheres, $\kappa$ is three times the value used here for ions of the target's own mass, and about twice for argon on zirconium.

For 1 keV ions and $E'=5$ eV, $\kappa=\sqrt{11/1000}=0.105$. At $\theta'=60^\circ$ the internal cosine is $\sqrt{(5/4+6)/11}=0.812$. Relative to a cosine with the same normal intensity, the flux is

$$
\frac{1-0.105\times0.812}{1-0.105}=1.02 .
$$

At $E'=50$ eV the same estimate gives 1.13. With this $\kappa$ the excess at $60^\circ$ grows from about 2% to about 13%. These are low estimates; the growth with energy is the point to keep.

**Q.** How close is all this to zirconium being sputtered in an instrument?

**A.** The 6 eV barrier is a rough value of the size of zirconium's cohesive energy, and 1 keV is a plausible beam energy for removing surface layers. The model describes a clean, disordered surface; an oxide or a crystal with preferred ejection directions needs another calculation. A spread of barrier heights over flat patches would alter the spectrum but add cosine laws to cosine laws. At 300 K the thermal energy is 0.026 eV, small beside 5 and 6 eV. The matter wavelength at 5 eV is 0.013 Å, against a 10–90% width of 1.1 Å for the chosen smooth barrier. The wavelength of the normal motion equals that width at $0.7^\circ$ from grazing, so classical motion is a reasonable approximation away from that edge. For neutrals, beam memory gives the 2% and 13% changes above with the assumed $\kappa$. Since $\kappa$ is known only in order of magnitude, so are they. Doubling it, as momentum balance suggests for argon ions, gives about 5% and 38%, and tripling it gives about 9% and 100%. The cosine is then a fair description at a few eV but not at 50 eV. Last-layer collisions and large-scale roughness have not been sized.

**Q.** Secondary-ion instruments detect ions. Can I use the same cosine for them?

**A.** Not without the ionization probability. Suppose that it varies as $\exp(-v_0/v'_\perp)$, where $v'_\perp=v'\cos\theta'$ is the external normal speed. At fixed energy, the ion flux divided by the cosine law and normalized at the normal is

$$
R(\theta')=\exp\left[-\frac{v_0}{v'}
\left(\frac1{\cos\theta'}-1\right)\right]. \tag{16}
$$

A 5 eV zirconium atom has $v'=3252$ m/s. For a chosen $v_0=5000$ m/s, equation (16) gives $R(60^\circ)=\exp(-5000/3252)=0.21$. The ion flux there is about one fifth of what the cosine law would predict. The value of $v_0$ is illustrative, not a zirconium measurement, but it shows that at 5 eV this effect can be far larger than the beam-memory correction. Equation (8) describes the atoms before such a selection by charge state. It describes the neutrals alone only when few atoms are ionized. With a prefactor of one, the chosen $v_0$ would ionize 21% of the 5 eV atoms leaving along the normal, and the remaining neutrals would exceed the cosine at $60^\circ$ by a factor of about 1.2.
